# Why solvent development can be linear although solvent penetrates by diffusion

**A glassy resist film is dissolved by an organic developer that has to diffuse into it. A diffusion front fed from a fixed surface advances as the square root of time. How, then, can such a film be removed at a constant rate, and what part does the gel layer between liquid and glass play?**

## Two boundaries

During development two boundaries move into the film. At the inner one, solvent turns glass into a mobile gel. At the outer one, chains leave the gel and pass into the liquid. A diffusion front slows down because its supply path grows longer. Here the outer boundary follows the front and cuts that path short. Whether the path stops growing depends on how the detachment rate changes as the gel thickens.

Let $m$ be depth measured in dry polymer: the volume of polymer, per unit area, between the original surface and the point considered. By time $t$ an amount $s(t)$ has detached and the front has reached $a(t)$. The gel therefore holds a dry thickness $g=a-s$. The solvent volume fraction is $\phi$, and
$$u=\frac{\phi}{1-\phi}$$
is the volume of solvent per volume of dry polymer.

The model is one-dimensional, volumes add on mixing, and the glass ahead of the front contains no solvent. At the outer surface $\phi=\phi_s$, the composition at which chains come free. At the front $\phi=\phi_g<\phi_s$, the solvent fraction that just softens the glass. The corresponding contents are $u_s$ and $u_g$.

## Diffusion through a swelling polymer

Let $x$ be actual, swollen distance into the film and $D(\phi)$ the mutual diffusivity. In the frame with no net volume flow, the solvent flux is $-D\,\partial\phi/\partial x$ and the polymer flux is its opposite. The polymer velocity is thus $D(\partial\phi/\partial x)/(1-\phi)$. The solvent flux relative to the polymer, which is the same in any frame, is
$$J=-D\frac{\partial\phi}{\partial x}-\phi\,\frac{D}{1-\phi}\frac{\partial\phi}{\partial x}=-\frac{D}{1-\phi}\frac{\partial\phi}{\partial x}.$$
A swollen slice $dx$ contains dry polymer $dm=(1-\phi)\,dx$, so $\partial\phi/\partial x=(1-\phi)\,\partial\phi/\partial m$. Hence
$$J=-D\frac{\partial\phi}{\partial m},\qquad \frac{\partial u}{\partial t}=-\frac{\partial J}{\partial m}=\frac{\partial}{\partial m}\left(D\frac{\partial\phi}{\partial m}\right).$$

When the front advances by $da$, that much dry polymer must be filled to the content $u_g$. The arriving flux supplies it:
$$-D\left.\frac{\partial\phi}{\partial m}\right|_{a}=u_g\frac{da}{dt}.$$

If nothing detaches, the supply path is $a$ itself. The gradient is then of order $(\phi_s-\phi_g)/a$, so $a\,da/dt$ is constant and $a\propto\sqrt t$. The full equations agree: with fixed boundary values they admit a profile that depends on $m/\sqrt t$ alone.

## The steady gel

Now let chains detach at a constant speed $k$, in dry thickness per unit time, so that $s=kt$. To find a profile that travels with the receding surface, put $\xi=m-kt$ and let $u$ and $\phi$ depend on $\xi$ alone. Then $\partial u/\partial t=-k\,du/d\xi$, and
$$-k\frac{du}{d\xi}=\frac{d}{d\xi}\left(D\frac{d\phi}{d\xi}\right)
\quad\Rightarrow\quad D\frac{d\phi}{d\xi}+ku=C.$$
The front also moves at $k$, so its balance reads $D\,d\phi/d\xi=-ku_g$ where $u=u_g$. Hence $C=0$, and
$$D\frac{d\phi}{d\xi}=-k\frac{\phi}{1-\phi}.$$
This is the balance in local form. Seen from the surface, polymer drifts outward at speed $k$ and carries solvent with it at the rate $ku$. Diffusion brings the same amount inward at every depth.

Since $d\xi=(1-\phi)\,dx$, the profile in swollen distance from the surface obeys
$$\frac{d\phi}{dx}=(1-\phi)\frac{d\phi}{d\xi}=-\frac{k\phi}{D}.$$
For constant $D$ this gives $\phi=\phi_s e^{-kx/D}$. Integrating from $\phi_s$ to $\phi_g$ gives the swollen thickness
$$L^*=\frac1k\int_{\phi_g}^{\phi_s}\frac{D}{\phi}\,d\phi=\frac Dk\ln\frac{\phi_s}{\phi_g},$$
where the last form holds for constant $D$. Integrating the equation in $\xi$ gives the dry thickness
$$g^*=\frac1k\int_{\phi_g}^{\phi_s}\frac{D(1-\phi)}{\phi}\,d\phi=\frac Dk\left[\ln\frac{\phi_s}{\phi_g}-(\phi_s-\phi_g)\right].$$
The difference, $L^*-g^*=(D/k)(\phi_s-\phi_g)$, is the solvent stored in the gel per unit area.

## Why the gel finds this thickness

A thin gel has a steep gradient, so its front outruns the surface and the gel thickens. A thick gel settles to a shallow gradient, and the surface eventually catches up.

For constant $k$ this can be sharpened. Take two gels, one with at least as much solvent as the other at every depth. If their profiles first touch inside the gel, they share value and slope there, and the upper one has the greater or equal curvature. It therefore rises at least as fast. If their fronts meet, the upper profile is at least as steep there, so its front is at least as fast. The order is preserved.

A gel grown from nothing starts below the steady profile and so never exceeds $g^*$. Compared with a delayed copy of itself, it is always ahead, so it never thins. It must settle, and $g^*$ is the one steady thickness available.

## What the balance does and does not cause

With constant $k$, polymer removal is linear from the first moment because the surface kinetics are constant. Diffusion sets the gel thickness, not the rate. Halving a constant $D$ at fixed $k$ halves the steady gel and leaves the removal speed unchanged. What the balance makes linear is the advance of the front.

The balance does control removal when detachment depends on the gel. Chains partly anchored in the glass, for instance, should leave a thin gel less readily. A simple form is
$$R(g)=\frac{kg}{g+b},$$
with $b$ a length related to chain size. In a steady state the earlier derivation holds with $k$ replaced by $R$, so
$$g\,R(g)=\Lambda,\qquad \Lambda=\int_{\phi_g}^{\phi_s}\frac{D(1-\phi)}{\phi}\,d\phi.$$
Inserting $R$ gives $kg^2=\Lambda(g+b)$, whose positive root is
$$g=\tfrac12\left[r+\sqrt{r^2+4rb}\right],\qquad r=\Lambda/k.$$
Now removal becomes linear because the gel becomes steady, and its rate depends on $D$.

A steady gel is not guaranteed. If $R=c/g$ with $c<\Lambda$, the product $gR$ never reaches $\Lambda$. All lengths can then grow as $\sqrt t$, since $R\propto1/\sqrt t$ is consistent with $s\propto\sqrt t$. Removal that slows in this way as the gel thickens is therefore not linear.

## Numbers for a 1000 nm film

Take $k=5$ nm/s, $D=400$ nm²/s ($4\times10^{-12}$ cm²/s), $\phi_s=0.70$ and $\phi_g=0.15$. Then $D/k=80$ nm, and
$$L^*=80\ln\frac{0.70}{0.15}=123\ \text{nm},\qquad \frac Dk(\phi_s-\phi_g)=80\times0.55=44\ \text{nm},$$
which leaves $g^*=79$ nm. The approach to this state comes from integrating the transient equations by finite differences between the moving boundaries, starting from a 1 nm dry gel:

| Time (s) | Removed (nm) | Front (nm) | Dry gel (nm) |
|---:|---:|---:|---:|
| 1 | 5 | 33 | 28 |
| 5 | 25 | 78 | 53 |
| 20 | 100 | 174 | 74 |
| 50 | 250 | 329 | 79 |
| 150 | 750 | 829 | 79 |

The dry gel reaches 90 % of its final value at 16.3 s. For constant $D$ this time scales as $D/k^2$, here 16 s, with a factor that depends on $\phi_s$ and $\phi_g$. A gel started at 200 nm shrinks to the same 79 nm. With detachment switched off, the front stands at 229 nm after 50 s and 458 nm after 200 s: four times the time gives twice the depth.

A measurement of total film thickness sees removal and swelling together. The film first thickens, by at most 14 nm at 1.6 s. Once the gel is steady, the thickness follows the line $1000+44-5t$ in nm, with $t$ in seconds. The front meets the substrate at $(1000-79)/5=184$ s. If $k$ stays constant, the polymer is gone at 200 s. The last 123 nm of swollen gel thus disappears in 16 s, faster on average than 5 nm/s, because no fresh glass is taking up solvent.

For anchored chains with $b=10$ nm, $\Lambda=396$ nm²/s gives $g=88$ nm and a steady rate of 4.5 nm/s. The computed rate at 0.1 s is 2.5 nm/s, so removal has a slow start. Reducing $D$ fourfold, with $k$ and $b$ fixed, gives 27 nm and 3.7 nm/s.

## Beside a real developer

These parameters are round values chosen for illustration, not measurements on a particular resist. The least certain is $D$, an effective value chosen to give a gel of order 100 nm. Solvent diffusion in strongly swollen polymer can be orders of magnitude faster. If $D$ were 100 times larger at every composition, the steady dry gel would be 7.9 µm thick. The front would cross a 1000 nm film in about 9 s, long before the gel became steady, and linear removal would then rest on constant $k$ alone. Real diffusivities also vary with composition. If $D$ rises exponentially with $\phi$, from 400 nm²/s at the front to ten times that at the surface, the integral gives $L^*=368$ nm instead of 123 nm. With $k$ fixed, the steady speed is still 5 nm/s.

Glass may also relax slowly. Suppose the front moves at $\kappa(u_f-u_g)$, where $u_f$ is the solvent content there. Even without detachment, the square-root law is then approached only once the gel is thick enough for diffusion to be the slower step. With detachment at speed $k$, a steady front needs $u_f=u_g+k/\kappa$. For $\kappa=20$ nm/s this is $0.176+0.25=0.426$, or $\phi_f=0.299$, and the gel thins to $80\ln(0.70/0.299)=68$ nm. Because $u_f$ cannot exceed $u_s=2.33$, the front cannot move faster than $\kappa(u_s-u_g)=43$ nm/s. If detachment is faster than that, the gel vanishes and penetration limits removal.

While a gel persists and $k$ does not depend on it, temperature changes the steady removal speed only through $k$. For a rough activation energy of 1 eV, a rise of 1 K near 295 K speeds detachment by 14 %, so a drifting bath can spoil linearity. Dissolved polymer stays dilute here. In a stirred or flowing developer, carrying it across a 10 µm liquid layer with a chain diffusivity of $5\times10^7$ nm²/s needs a polymer fraction of $5\times10^4/(5\times10^7)=10^{-3}$ on the liquid side of the surface, against 0.30 on the gel side. In an unstirred bath that fraction grows as $\sqrt t$ and reaches about 0.01 by 200 s.

Film thickness sets a further limit. In a 40 nm film with the original parameters, the front reaches the substrate after 1.4 s, when the dry gel is 33 nm thick and still growing. Such a film never holds the steady gel. With these parameters the dry polymer removed grows linearly because detachment at the surface is constant, not because of a balance with ingress. The measured thickness is not linear: it swells to about 54 nm, is still near 54 nm at 2 s, drops to 46 nm at 4 s and 29 nm at 6 s, and falls at nearly 17 nm/s just before the film clears at 8 s.
